# Where autocatalytic adsorption is fastest

In a model of a precursor pulse in atomic layer deposition, a bare surface fills at 1.16 per second, measured as the fraction of its sites occupied per unit time. After 0.23 s, with 40 % of the sites already gone, it fills at 2.09 per second. Losing empty sites should slow adsorption, yet the rate has risen by a factor of 1.80. The explanation is that the filled sites help the remaining ones to react, and the balance between help and loss of room fixes the coverage at which uptake is fastest.

Let $x$ be the fraction of adsorption sites that are filled, $N$ the number of sites per unit area, and $J$ the number of precursor molecules striking unit area per unit time. A molecule sticks only if it meets an empty site, which gives a factor $1-x$. On an empty site it sticks with probability $s_0$ without help, and with an additional probability $s_c x$ owing to filled sites nearby. Writing the help as proportional to $x$ is a mean-field assumption: every empty site is taken to have surroundings filled to the average degree. Desorption is neglected at first. The balance of sites is then

$$N\frac{dx}{dt}=J\,(s_0+s_c x)(1-x),$$

and division by $N$ gives

$$\frac{dx}{dt}=r(x)=(k+cx)(1-x),\qquad k=\frac{s_0J}{N},\quad c=\frac{s_cJ}{N}.$$

Both constants are in 1/s. The surface starts bare, $x(0)=0$, the pressure is constant, and $k>0$; with $k=0$ a bare surface would stay bare. Setting $c=0$ recovers Langmuir uptake. Negative $c$ describes inhibition, and $c\ge -k$ keeps the rate from becoming negative.

The example has a precursor pressure of 0.1 Torr, a temperature of 523 K and a molar mass of 174.4 g/mol. The kinetic theory of gases gives $J=p/\sqrt{2\pi m k_BT}$, where $p$ is the pressure, $m$ the molecular mass and $k_B$ Boltzmann's constant. This is $1.163\times10^5$ impacts per nm² per second. With $N=2$ per nm², $s_0=2\times10^{-5}$ and $s_c=10^{-4}$,

$$k=\frac{2\times10^{-5}\times1.163\times10^5}{2}=1.163\ \text{s}^{-1},\qquad c=5k=5.816\ \text{s}^{-1}.$$

Whether uptake speeds up or slows down is decided by the second time derivative of $x$. Expanding the product and differentiating with respect to coverage,

$$r=k+(c-k)x-cx^2,\qquad r'(x)=c-k-2cx.$$

By the chain rule,

$$\frac{d^2x}{dt^2}=r'(x)\frac{dx}{dt}=r'(x)\,r(x).$$

Before saturation $r>0$, so the acceleration has the sign of $r'$. If $c>k$, then $r'$ is positive at $x=0$, falls linearly, and vanishes at

$$x^*=\frac{c-k}{2c}=\frac12-\frac{k}{2c}.$$

Because $x$ increases steadily with time, it passes $x^*$ once: uptake accelerates before that moment and decelerates after it. The second form shows that $x^*$ is below one half for any finite $c/k$.

If $0\le c<k$, both parts of $r'=-(k-c)-2cx$ are non-positive and the first is negative, so uptake decelerates from the start. If $c=k$, then $r'=-2cx$: the acceleration is zero at the initial instant and negative at once thereafter. If $-k\le c<0$, the term $-2cx=2|c|x$ is positive, but for $x<1$ it is less than $2|c|$. Hence $r'<-|c|-k+2|c|=|c|-k\le0$, and the rate again falls throughout. The formula for $x^*$ therefore locates a maximum during uptake from a bare surface when $c>k$, and in no other case.

The threshold can be read directly. On a nearly bare surface, a small increase $\delta x$ in coverage adds $c\,\delta x$ to the rate through help and removes $k\,\delta x$ through lost sites. Help must win this first exchange if there is to be any acceleration. If the pulse starts on a surface already covered to $x_0>0$, the same sign of $r'$ applies, and a later maximum appears only if $x_0<x^*$.

The height of the maximum follows by completing the square. Since $c-k=2cx^*$,

$$r=k+2cx^*x-cx^2=k+c(x^*)^2-c(x-x^*)^2.$$

The constant part is

$$k+\frac{(c-k)^2}{4c}=\frac{4kc+c^2-2kc+k^2}{4c}=\frac{(k+c)^2}{4c},$$

so that

$$r=\frac{(k+c)^2}{4c}-c(x-x^*)^2,\qquad \frac{r_{\max}}{k}=1+\frac{(c-k)^2}{4kc}.$$

For $c=5k$ this gives $x^*=4/10=0.40$ and $r_{\max}/k=1+16/20=1.80$, the numbers of the opening. Just above threshold the gain grows as the square of $c-k$, so the acceleration there is hard to see: at $c/k=1.2$ the peak lies at $x^*=0.083$ and exceeds the initial rate by only 0.8 %. At $c/k=20$ the peak is at 0.475 and the rate has grown by a factor of 5.51. The position approaches its limit of one half while the height continues to grow.

The time of the peak requires integration. For $k+c>0$, partial fractions give

$$\frac{1}{(k+cx)(1-x)}=\frac{1}{k+c}\left[\frac{c}{k+cx}+\frac{1}{1-x}\right],$$

because over the common denominator the bracket has numerator $c(1-x)+k+cx=k+c$. Integrating from 0 to $x$,

$$t(x)=\frac{1}{k+c}\ln\frac{k+cx}{k(1-x)}.$$

At the peak, $k+cx^*=(k+c)/2$ and $1-x^*=(k+c)/(2c)$. Their quotient is $c$, and therefore

$$t^*=\frac{\ln(c/k)}{k+c}=\frac{\ln 5}{6.979\ \text{s}^{-1}}=0.231\ \text{s}.$$

The same expression gives 99 % coverage at 0.915 s. A Langmuir surface with the same $k$ needs $\ln(100)/k=3.96$ s. When unassisted adsorption is very weak, $k\ll c$, the peak rate tends to $c/4$, but $t^*\approx\ln(c/k)/c$ grows without bound as $k\to0$: the surface waits for its first helpers.

The full time course also explains what becomes of the peak below threshold. For $c>0$, put $u=x-x^*$ and $R=(k+c)/(2c)$. The completed square becomes

$$\frac{du}{dt}=c\,(R^2-u^2).$$

The function $u=R\tanh[cR(t-t^*)]$ satisfies this equation, since its derivative is $cR^2(1-\tanh^2)$. With $cR=(k+c)/2$,

$$x=x^*+\frac{k+c}{2c}\tanh\frac{(k+c)(t-t^*)}{2},\qquad \frac{dx}{dt}=\frac{(k+c)^2}{4c}\,\mathrm{sech}^2\frac{(k+c)(t-t^*)}{2}.$$

The initial condition requires $\tanh[(k+c)t^*/2]=(c-k)/(c+k)$. The value of $t^*$ found above satisfies it, because $\tanh(\tfrac12\ln a)=(a-1)/(a+1)$. This holds for every $c>0$. The rate is thus a symmetric pulse in time, centred at $t^*$. If $c<k$ the logarithm is negative and the centre lies before the start of the exposure, so only the falling side of the pulse is seen.

So far the pressure has been constant. In a reactor it takes time to rise. Let $f(t)$ be the pressure relative to its final value. If both the unassisted and the assisted channel take molecules directly from the gas, $k$ and $c$ scale together and $dx/dt=f\,r(x)$. Differentiating the product, with a dot for the time derivative of $f$,

$$\frac{d^2x}{dt^2}=\dot f\,r+f\,r'\,(f\,r)=r\left(\dot f+f^2r'\right).$$

The peak in time now requires $c-k-2cx=-\dot f/f^2$, or

$$x_{\text{peak}}=x^*+\frac{\dot f}{2cf^2}.$$

A pressure that is still rising moves the peak to higher coverage. If uptake is instead followed against the exposure $E=\int f\,dt$, then $dx/dE=r(x)$, and the maximum stays at $x^*$.

To size this effect, take a well-mixed gas in a 7 mm gap between wafer and lid, with both faces adsorbing and a gas residence time $\tau=0.1$ s. At full pressure the gap holds $G=12.9$ molecules per nm² of wafer. Fresh gas enters at $G/\tau$, gas leaves at $fG/\tau$, and the two faces consume $2Nfr$. Division by $G$ gives

$$\dot f=\frac{1-f}{\tau}-\frac{2N}{G}\,f\,r.$$

Integrated together with the uptake from $f(0)=0$, this puts the peak at 0.346 s, where $f=0.919$, $x=0.422$ and the actual rate $fr$ is 1.92 per second. The balance there reads $\dot f=0.811-0.595=0.216$ per second, and the predicted shift is $0.216/(2\times5.816\times0.919^2)=0.022$, in agreement with the integrated coverage. Plotted against exposure, the same run has its maximum at 0.400.

Consumption of the gas does not by itself produce this shift. If the gas adjusts quickly enough for $\dot f$ to be negligible, then $f=1/(1+\beta r)$ with $\beta=2N\tau/G$, and the uptake rate is $r/(1+\beta r)$. This increases with $r$, so it is greatest at the same coverage as $r$. The peak is merely lower; here $\beta r_{\max}=0.065$. If the exposure starts at full pressure and the gas adjusts more slowly, its pressure is still falling when $r$ is greatest. Then $\dot f<0$, and consumption alone moves the peak to lower coverage, opposite to the effect of the pressure rise. With the other values of this example unchanged, this shift is $-0.010$ at $\tau=0.1$ s and grows with the gas residence time, levelling off near $-0.062$ when the gap is no longer refilled during uptake.

The pressure rise has a more serious consequence for the reading of data. For Langmuir uptake $r'=-k$, and the acceleration vanishes when $\dot f=kf^2$. At the opening of the valve $f=0$ and $\dot f>0$, so even this surface begins by accelerating. With $c=0$ and the other settings unchanged, the rate has a false peak at 0.234 s, at a coverage of 0.15. That this time nearly equals the 0.231 s of the autocatalytic surface at constant pressure is a coincidence of the chosen values. An S-shaped curve of coverage against time is therefore not sufficient evidence of autocatalysis. Against exposure, the Langmuir rate $k(1-x)$ falls from the start.

The mean-field assumption is the other weak point. Suppose that adsorbed species do not move and help only their nearest neighbours on a square lattice, so that an empty site with $n$ filled neighbours fills at rate $k+cn/4$. Let $q$ be the average filled share of the neighbours of empty sites. Summing over the empty sites gives

$$\frac{dx}{dt}=(1-x)(k+cq).$$

Mean field sets $q=x$. But new molecules land preferentially beside old ones, so clusters form and the remaining empty sites see fewer filled neighbours than average. In simulations of a lattice of 300 by 300 sites, $q$ is 0.326 when $x=0.40$. The peak moves to $x=0.354\pm0.002$ and its height falls to 1.844 per second, 12 % below the mean-field value; the uncertainty is the standard error over four runs. When the filled sites are reshuffled at random at every step, the peak returns to 0.400 and 2.094 per second, which identifies the arrangement of the sites as the cause.

The direction of the shift follows from the derivative of the rate with respect to coverage, $c(1-x)\,dq/dx-(k+cq)$, a gain from growing help minus a loss of room. At $x=0.354$ mean field gives $3.76-3.22$, still positive. On the lattice the measured rate gives a loss term of $1.844/0.646=2.85$, and the gain must equal it at the peak, so $dq/dx=0.76$ instead of 1. Clustering has reduced the gain by more than the loss, and the maximum comes earlier.

The initial threshold nevertheless survives. On an empty lattice each site fills at rate $k$. Filling one removes its own contribution $k$ from the total rate and adds $c/4$ to each of four neighbours. The initial acceleration per site is therefore $k(c-k)$, the same as the mean-field value $r(0)r'(0)$. There are no clusters yet for the two descriptions to disagree about.

Desorption with a first-order rate constant $d$ changes the net rate to $r-dx$, whose derivative vanishes at

$$x=\frac{c-k-d}{2c}.$$

The threshold becomes $c>k+d$. For an assumed desorption barrier of 1.6 eV and a prefactor of $10^{13}$ per second, $d=3.8\times10^{-3}$ per second and the peak moves by only $-3\times10^{-4}$. This $d$ roughly doubles over 10 K but stays negligible, so temperature acts on the peak coverage essentially through $c/k$, from which the gas flux cancels. If the two channels have equal prefactors, $c/k=5$ corresponds to a barrier lower by 0.073 eV for the assisted one. A surface 10 K hotter then has $c/k=4.85$ and $x^*=0.397$.

These conditions are meant to resemble the aminosilane step in the deposition of silicon dioxide on hydroxylated silica; the molar mass is that of bis(diethylamino)silane. The pressure, temperature, site density and both sticking coefficients are assumed for illustration. In particular, the assisted sticking coefficient is not an established property of this precursor, so the peak at 40 % is a result of the model and not an observation. Real reactors break the assumption of a sudden, constant pressure, which here moves the peak in time by $+0.022$ in coverage. Real surfaces may break the assumption of random surroundings, which moves it by $-0.046$ in the lattice model. The two shifts were calculated separately and need not add. Differences between sites, pressure gradients in deep trenches and pressure gradients along the wafer are not included; diffusion mixes the gas quickly across the 7 mm gap, but over the width of a large wafer it is slower than the residence time assumed here.

These shifts matter most when the peak is used to infer the strength of the help. Solving the formula for $x^*$ gives $c/k=1/(1-2x^*)$, whose denominator is small when the peak is near one half. With a true ratio of 5, the peak at 0.422 taken from the time trace would be read as $c/k=6.4$, and the clustered peak at 0.354 as 3.4. Plotting against exposure removes the first error, provided that both channels are proportional to pressure. The second remains unless the adsorbed species mix quickly or the help reaches many sites. The values used here are listed in the numerical output.

## Table of computed values

```
INPUTS
pressure 0.1 Torr, temperature 523 K
molar mass 174.4 g/mol, sites 2.0 per nm^2
sticking: bare 2e-05, help 1e-04
gas residence 0.1 s, gap 7.0 mm
desorption barrier 1.6 eV, prefactor 1e+13 1/s
IDEAL RATE LAW
impingement flux 1.163e+05 per nm^2 per s
k = 1.1631 1/s, c = 5.8156 1/s, c/k = 5.000
peak coverage: formula 0.4000, integrated 0.4000
peak time: formula 0.2306 s, integrated 0.2306 s
peak rate: formula 2.0936 1/s, integrated 2.0936 1/s
peak rate / initial rate 1.8000
time to 50 % 0.2788 s, to 99 % 0.9154 s
Langmuir time to 99 %, same k: 3.9593 s
t 0.0 s: coverage 0.0000, rate 1.1631 1/s
t 0.1 s: coverage 0.1440, rate 1.7125 1/s
t 0.2 s: coverage 0.3361, rate 2.0699 1/s
t 0.3 s: coverage 0.5425, rate 1.9756 1/s
t 0.5 s: coverage 0.8411, rate 0.9620 1/s
t 0.8 s: coverage 0.9778, rate 0.1517 1/s
SCAN (integrated, c > k)
c/k 1.2: peak coverage 0.0833, peak/initial 1.0083
c/k 2: peak coverage 0.2500, peak/initial 1.1250
c/k 5: peak coverage 0.4000, peak/initial 1.8000
c/k 20: peak coverage 0.4750, peak/initial 5.5125
NEGLECTED: NEIGHBOUR CLUSTERING (square lattice)
mixed-site check: peak coverage 0.400, rate 2.094 1/s
fixed sites: peak coverage 0.354 +- 0.002
fixed sites: peak rate 1.844 +- 0.001 1/s
filled share of neighbours of empty sites at coverage 0.40: 0.326
NEGLECTED: GAS SUPPLY
gas in gap 12.925 molecules per nm^2 of wafer
uptake / feed at ideal peak 6.48 %
peak in time: 0.3461 s, coverage 0.4220, rate 1.9212 1/s
relative pressure at that peak 0.9189
peak against exposure: coverage 0.400
Langmuir (c = 0) with pressure rise: false peak at 0.2344 s, coverage 0.1517
NEGLECTED: DESORPTION AND TEMPERATURE ERROR
desorption constant 3.82e-03 1/s, peak coverage shift -3.3e-04
barrier difference 0.0725 eV
10 K hotter: c/k 4.851, peak coverage 0.3969
```
